# Surface roughening without a diverging heat capacity

A model crystal face has its roughening transition at 837 K. Its heat capacity there is $0.299\,k$ per surface column, with no spike, jump or kink. The largest value, $0.616\,k$, occurs at 676 K, well inside the smooth phase. Why does the transition leave no visible mark?

## The surface

Take the body-centred solid-on-solid model. Columns form a square lattice, and neighbouring heights differ by $\pm1$, the unit being one atomic step. Four columns surround each vertex and form two diagonal pairs. At least one pair has equal heights. If the other is equal too, the vertex costs nothing; if it differs by 2, the cost is $\varepsilon$. There are as many vertices as columns. Let

$$K=\varepsilon/kT,\qquad \ln\kappa=-f/kT,\qquad C/k=K^2\,d^2\ln\kappa/dK^2,$$

with $f$ the free energy per column and $\varepsilon$ constant.

To find $\kappa$, give the two kinds of costly vertex separate weights: $a$ if the horizontal pair differs, $b$ if the vertical pair differs, and $c$ if neither does. For large $K$ set

$$a=\sinh(\lambda-u),\quad b=\sinh u,\quad c=\sinh\lambda .$$

At $u=\lambda/2$, $a/c=b/c=1/[2\cosh(\lambda/2)]$, so our surface has $e^K=2\cosh(\lambda/2)$.

Build the surface by operators $X_i(u)$ that update one height between its horizontal neighbours. If these differ, the height is fixed and the factor is $a$. If they agree, it stays with weight $c$ or moves by 2 with weight $b$. Since $b(-u)=-b(u)$,

$$\begin{pmatrix}c&b\\b&c\end{pmatrix}\begin{pmatrix}c&-b\\-b&c\end{pmatrix}=(c^2-b^2)\mathbf 1,$$

and $c^2-b^2=\sinh(\lambda-u)\sinh(\lambda+u)=a(u)a(-u)$. Hence $X_i(u)X_i(-u)$ is a number, and a whole transfer step is inverted, up to a factor, by the step at $-u$ in reverse order. Let $W(u)$ be the largest eigenvalue per vertex. I assume that it continues analytically from $0<u<\lambda$ to $-u$ as the eigenvalue of this inverse, with period $i\pi$ in $u$ for large $K$. Then

$$W(u)W(-u)=\sinh(\lambda-u)\sinh(\lambda+u),\qquad W(u)=W(\lambda-u).$$

The second relation is a rotation by $90^\circ$, which exchanges $a$ and $b$. The analyticity assumption is tested below.

**Smooth side.** The logarithm of the right-hand side is $2\lambda-2\ln2-\sum_{m\ge1}(2/m)e^{-2m\lambda}\cosh2mu$. Insert $\ln W=\alpha+\sum g_m\cosh m(2u-\lambda)$, which has the required symmetry and period. Its sum at $u$ and $-u$ is $2\alpha+\sum2g_m\cosh m\lambda\cosh2mu$, so $\alpha=\lambda-\ln2$ and $g_m=-e^{-2m\lambda}/(m\cosh m\lambda)$. Put $u=\lambda/2$ and divide $W$ by $c$, using $\ln\sinh\lambda=\lambda-\ln2-\sum e^{-2m\lambda}/m$:

$$\ln\kappa=\sum_{m\ge1}\frac{e^{-2m\lambda}}m\left(1-\frac1{\cosh m\lambda}\right).$$

Because $e^{-2x}/\cosh x=e^{-x}(1-\tanh x)$, this contains $\sum(e^{-2m\lambda}-e^{-m\lambda})/m=-\ln(1+e^{-\lambda})=\lambda/2-K$. Therefore

$$\ln\kappa=-K+S(\lambda),\qquad S=\frac\lambda2+\sum_{m\ge1}\frac{e^{-m\lambda}\tanh m\lambda}{m}.$$

For large $K$, $\ln\kappa\to e^{-4K}$: one column moves by 2 and four vertices pay $\varepsilon$.

**Rough side.** For $e^K<2$ replace $\sinh$ by $\sin$ and $\lambda$ by $\mu$, so $e^K=2\cos(\mu/2)$. Integrating the standard result $\cot\theta=\int_{-\infty}^{\infty}dx\,\sinh[(\pi-2\theta)x]/\sinh\pi x$ gives

$$\ln\frac{\sin\theta_1}{\sin\theta_2}=\int_{-\infty}^{\infty}\!dx\,\frac{\cosh(\pi-2\theta_2)x-\cosh(\pi-2\theta_1)x}{2x\sinh\pi x}.$$

Let $w(u)=\ln[W(u)/\sin\mu]$. The inversion relation becomes

$$w(u)+w(-u)=\int_{-\infty}^{\infty}\!dx\,\frac{\cosh(\pi-2\mu)x\,(1-\cosh2ux)}{x\sinh\pi x}.$$

The form $w=\int dx\,g(x)[\cosh\mu x-\cosh(2u-\mu)x]$ obeys the rotation symmetry and $w(0)=0$; it gives $w(u)+w(-u)=\int 2g\cosh\mu x(1-\cosh2ux)\,dx$. Other solutions add terms such as $\sin(\pi u/\mu)$, which grow exponentially along imaginary $u$; I assume that $\ln W$, like $\ln a$, grows only linearly there. Thus $g=\cosh(\pi-2\mu)x/(2x\sinh\pi x\cosh\mu x)$. Set $u=\mu/2$ and add $K=\ln[\sin\mu/\sin(\mu/2)]$ from the previous integral. With $A=\mu x$ and $B=(\pi-\mu)x$, the numerator over the common denominator is $\cosh A\cosh B-\cosh(B-A)=\sinh A\sinh B$. So $\ln\kappa=-K+R(\mu)$, where, with $t=\mu x$,

$$R=\int_0^\infty\!dt\,\frac{\tanh t}{t}\left[e^{-t}-\frac{2\sinh t}{e^{2\pi t/\mu}-1}\right].$$

The bracket is $\sinh[(\pi/\mu-1)t]/\sinh(\pi t/\mu)$ rewritten.

The two branches meet at $K=\ln2$, so $kT_R=\varepsilon/\ln2$. The assumption was tested on periodic strips, whose largest transfer-matrix eigenvalue $\Lambda_N$ gives $\ln\Lambda_N/N$. Extrapolation from widths 10, 12 and 14 gives $\ln\kappa=0.090040$ at $T_R$, against 0.090042 from the formula. At $1.5T_R$ the values are 0.181518 and 0.181517. At $0.5T_R$, width 14 alone gives 0.004433 against 0.004432.

## All derivatives join

Both sides use the same analytic variable $v$, with $v=\lambda^2$ below $T_R$ and $v=-\mu^2$ above. Indeed $\cosh\sqrt v=e^{2K}/2-1$ on both sides.

First expand $R$ for small $\mu$. Let $I_0=\int_0^\infty e^{-t}\tanh t\,dt/t$. We have $\tanh t\sinh t=\cosh t-1/\cosh t$, whose Taylor coefficients involve the Euler numbers $E_{2n}$, and

$$\int_0^\infty\frac{t^{2n-1}dt}{e^{2\pi t/\mu}-1}=(2n-1)!\,\zeta(2n)\left(\frac{\mu}{2\pi}\right)^{2n}.$$

Term by term,

$$R\sim I_0+\sum_{n\ge1}c_nv^n,\qquad c_n=\frac{\zeta(2n)[|E_{2n}|-(-1)^n]}{n(2\pi)^{2n}} .$$

Now continue $R$ from $\mu$ to $i\lambda$, turning the contour of its second term towards the imaginary axis but keeping it to the right of the poles of $\tanh t$. With $t=i\tau$, that term becomes

$$2\int_0^\infty d\tau\,\frac{\tan\tau\sin\tau}{\tau\,(e^{2\pi\tau/\lambda}-1)},$$

passing below the poles $\tau_j=(j+\frac12)\pi$. The residue of $\tan\tau\sin\tau/\tau$ is $-(-1)^j/\tau_j$, and passing below contributes $i\pi$ times it. The rest is a principal value.

For $S$, use the Abel–Plana formula with $\phi(t)=e^{-t}\tanh t/t$. Since $\phi(0)=1$, $S=\lambda[\frac12\phi(0)+\sum\phi(m\lambda)]$, and

$$S=I_0+i\int_0^\infty d\tau\,\frac{\phi(i\tau)-\phi(-i\tau)}{e^{2\pi\tau/\lambda}-1}.$$

Here $\phi(i\tau)-\phi(-i\tau)=-2i\tan\tau\sin\tau/\tau$. The two contours pass the poles on opposite sides, their half-residues cancel, and the same principal value remains. Consequently

$$R(i\lambda)=S(\lambda)-4i\sum_{j\ge0}\frac{(-1)^j}{(2j+1)\left[e^{(2j+1)\pi^2/\lambda}-1\right]} .$$

This identity was tested at $\lambda=0.7$, 1.0 and 1.5 by evaluating the rotated integral and the sum $S$ separately; real and imaginary parts agreed.

The expansion of $R$ holds uniformly in a sector that includes both $\mu>0$ and $\mu=i\lambda$, because the contour can be rotated. It may therefore be differentiated there. The extra term is of size $4e^{-\pi^2/\lambda}$ and all its derivatives with respect to $v$ vanish as $v\to0^+$. So every temperature derivative of $f$ is finite and continuous at $T_R$.

Yet $f$ is not analytic. The poles of $1/\cos\tau$ at $\pm\pi/2$ give $|E_{2n}|/(2n)!\approx(4/\pi)(2/\pi)^{2n}$, whence

$$c_n\approx\frac8\pi\,\frac{(2n-1)!}{\pi^{4n}} .$$

The factorial defeats every power of $v$, so the Taylor series has zero radius of convergence. This is the essential singularity. Its size is defined here by the imaginary mismatch between the branches; no separate real "singular part" is implied.

## The value at the transition

Let $q=K-\ln2$. From $\cosh\sqrt v-1=2(e^{2q}-1)$,

$$\frac v2+\frac{v^2}{24}+\dots=4q+4q^2+\dots$$

Try $v=8q+\beta q^2$. The second order gives $\beta/2+64/24=4$, so $\beta=8/3$. With $c_1=1/12$ and $c_2=1/720$,

$$\ln\kappa=\text{const}+\left(-1+\frac8{12}\right)q+\left(\frac{8/3}{12}+\frac{64}{720}\right)q^2+\dots$$

The coefficients are $-1/3$ and $14/45$. Thus the energy is $\varepsilon/3$ per column and

$$\frac{C(T_R)}k=\frac{28}{45}(\ln2)^2=0.2989 .$$

Strips of width 6, 10 and 14 give 0.283, 0.292 and 0.295. The second increment is about 0.32 of the first; logarithmic growth would give $\ln(14/10)/\ln(10/6)=0.66$.

Across the transition $C/k$ falls from 0.49 at $0.9T_R$ to 0.22 at $1.1T_R$. Its maximum at $0.81T_R$ is an ordinary one. Independent column moves do not account for its position: if each column could move or not at a cost $4\varepsilon$, regardless of the others, $C/k=16K^2e^{-4K}/(1+e^{-4K})^2$ would peak at $K=0.60$, or $1.16T_R$. Interactions between excitations must therefore matter. At high temperature $C$ falls as $K^2$, because the energy spread per column stays finite.

The non-analytic mismatch is $1.6\times10^{-5}\,kT$ at $0.90T_R$. Two derivatives magnify it to $0.05\,k$ in $C$, about a tenth of the total. At $0.99T_R$ it is only $1.3\times10^{-11}\,k$.

## The general statement

**For a surface whose roughening is governed by the Kosterlitz–Thouless flow below, every temperature derivative of the free energy stays finite at $T_R$. The contribution of the correlation scale $\xi$ is of order $\xi^{-2}$, an essential singularity.** The proof is at leading order near the transition.

On long scales, with the microscopic length as unit, write

$$\frac{F}{kT}=\int d^2r\left[\frac G2(\nabla h)^2-z\cos2\pi h\right].$$

$G$ is the reduced stiffness, and the cosine favours whole steps. For $z=0$,

$$\langle[h(r)-h(0)]^2\rangle=\int\frac{d^2p}{(2\pi)^2}\frac{2(1-\cos\mathbf p\cdot\mathbf r)}{Gp^2}\simeq\frac{\ln r}{\pi G}.$$

Increase the smallest length by a factor $e^{dl}$. The removed waves have height variance $dl/(2\pi G)$ and reduce the cosine by $\exp[-\frac12(2\pi)^2dl/(2\pi G)]=e^{-\pi dl/G}$. The unit area grows by $e^{2dl}$. Hence $dz/dl=(2-\pi/G)z$.

For the change in $G$, impose a slope $\mathbf s$. To second order in $z$, the free energy density is

$$\frac{Gs^2}2-\frac{z^2}4\int d^2r\,r^{-2\pi/G}\cos(2\pi\mathbf s\cdot\mathbf r).$$

One factor $\frac12$ comes from second-order perturbation theory, the other from the product of cosines. Expand in $s$ and average $(\mathbf s\cdot\mathbf r)^2$ to $s^2r^2/2$. The added term is $\frac12s^2\pi^3z^2\int dr\,r^{3-2\pi/G}$. The shell $1<r<1+dl$ therefore gives $dG/dl=\pi^3z^2$. Another cutoff changes the number $\pi^3$, which can be absorbed in $z$.

Let $\delta=2-\pi/G$ and $y=2\pi z$. Near $G=\pi/2$, $d\delta/dl=(\pi/G^2)\pi^3z^2=4\pi^2z^2$, so

$$\frac{d\delta}{dl}=y^2,\qquad\frac{dy}{dl}=\delta y,\qquad D=y^2-\delta^2=\text{const}.$$

Starting from $\delta<0$, $D<0$ leads to $y\to0$: the surface is rough. For $D>0$, $d\delta/dl=D+\delta^2$, and $y$ eventually grows: the surface is smooth. Passage from $\delta=-1$ to $1$ takes

$$l^*=\frac2{\sqrt D}\arctan\frac1{\sqrt D}\simeq\frac\pi{\sqrt D}-2 .$$

At $D=0.01$, numerical integration gives 29.423 and the last expression 29.416. So $\ln\xi\simeq\pi/\sqrt D$. The starting values depend smoothly on temperature; in the generic case $D\propto T_R-T$.

Each scale contributes to the free energy per original area as

$$\frac f{kT}=\int_0^{l^*}e^{-2l}g(\delta,y)\,dl+e^{-2l^*}f^*,$$

with $g$ and $f^*$ smooth. For $l<l^*/2$, derivatives of the flow with respect to $D$ grow at most as powers of $l$, which $e^{-2l}$ makes integrable. The remaining scales contribute at most $e^{-l^*}$ times powers of $1/D$, which vanishes as $D\to0$. On the rough side the integral runs to infinity with the same bounds. All derivatives therefore have finite, equal limits. The locking scale itself contributes $e^{-2l^*}\sim\xi^{-2}$.

The exact model fits this picture. Tilting a strip by two steps across width $N$ costs $2G/N$ per row. The stiffness so obtained at $1.5T_R$ is 0.9168, and $(\pi-\mu)/2$ gives 0.9169; at $2T_R$ and $3T_R$ the agreement is as close. I use this formula as a numerical finding, not a proved one. It gives $\sqrt{-D}=\pi/G-2\simeq2\mu/\pi$ near $T_R$. Continued below, $\sqrt D=2\lambda/\pi$ and $\xi^{-2}\sim e^{-2\pi/\sqrt D}=e^{-\pi^2/\lambda}$, the exponential found above.

The argument does not cover transitions of first order or of another class.

## A metal face

The example is a model (001) face of a body-centred cubic metal, with reconstruction and elastic relaxation left out. Its round parameters are a second-neighbour bond of 0.10 eV, a first-neighbour bond of 0.80 eV and a lattice constant of 0.30 nm. They give a cohesion of 3.5 eV per atom, below the roughly 4 to 9 eV of body-centred cubic transition metals, so the example stands for no particular metal. A height difference of one lattice constant between second neighbours costs half a bond, so $\varepsilon=0.050$ eV and

$$T_R=\frac{0.050\ \text{eV}}{k\ln2}=837\ \text{K}.$$

With 0.045 nm² per column, $C(T_R)$ is 9.2 nJ/(K cm²). Classical vibrations of a 10 nm film contribute about $100\,k$ per column, so the roughening part is 0.30 % of that background. Bonds softer by 5 % would lower $T_R$ by 42 K. Height steps forbidden by the model carry a factor of about $1.5\times10^{-5}$ per broken first-neighbour bond.

Finite size has an effect of similar magnitude. With $\xi$ taken as $e^{\pi^2/2\lambda}$ column spacings, it would reach a 100 nm terrace at 752 K, but the unit prefactor is too large. In the exact solution, quoted here without derivation, the step free energy per column spacing approaches $s\simeq4kT\,e^{-\pi^2/2\lambda}$ near $T_R$. Taking $\xi=kT/s$ or $kT/2s$ gives 778 K or 787 K, so such a terrace looks rough from about 50 to 60 K below $T_R$. During growth, a drive of 0.1 meV per atom competes with $kT_R$ on patches several nanometres wide, which is a stronger cutoff. A calorimetric maximum would not locate $T_R$ in this model. In equilibrium, the long-scale stiffness can: in the limit of large lengths it reaches $G=\pi/2$ there. At $T_R$ the flow gives $\delta\simeq-1/l$, so the approach is only logarithmic in the length, and a finite terrace shows a lower value. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
second-neighbour bond: 0.10 eV
first-neighbour bond: 0.80 eV
cohesion, 4 first + 3 second bonds: 3.50 eV
vertex energy eps: 0.050 eV
lattice constant: 0.30 nm
area per column: 0.0450 nm2
roughening temperature T_R: 837.1 K
kT_R: 0.0721 eV
energy at T_R, strip 14: 0.33325 eps per column
C at T_R, exact: 0.2989 k per column
C at T_R, exact: 9.172 nJ/(K cm2)
C at T_R, strip width 6: 0.2832 k per column
C at T_R, strip width 10: 0.2925 k per column
C at T_R, strip width 14: 0.2954 k per column
ratio of successive C increments: 0.320
C maximum: 0.6160 k per column
C maximum: 18.898 nJ/(K cm2)
T of C maximum: 675.9 K = 0.8074 T_R
C at 0.5 T_R: 0.1583 k per column
C at 0.7 T_R: 0.5042 k per column
C at 0.9 T_R: 0.4933 k per column
C at 1.1 T_R: 0.2172 k per column
C at 1.5 T_R: 0.0941 k per column
C at 2.0 T_R: 0.0475 k per column
ln kappa at 1.0 T_R: strip 0.090040, exact 0.090042
ln kappa at 1.5 T_R: strip 0.181518, exact 0.181517
ln kappa at 3.0 T_R: strip 0.296866, exact 0.296865
ln kappa at 0.5 T_R: strip 0.004433, exact 0.004432
stiffness G at 1.5 T_R: strip 0.9168, formula 0.9169
stiffness G at 2.0 T_R: strip 0.7853, formula 0.7854
stiffness G at 3.0 T_R: strip 0.6814, formula 0.6815
non-analytic size at 0.90 T_R: 1.62e-05 kT, in C 5.0e-02 k
non-analytic size at 0.95 T_R: 5.20e-08 kT, in C 1.5e-03 k
non-analytic size at 0.99 T_R: 3.25e-18 kT, in C 1.3e-11 k
late coefficient / factorial law, n=20: 1.00000000
flow time at D=0.01: 29.423
pi/sqrt(D) - 2 at D=0.01: 29.416
vibrations, 10 nm film: 100 k per column
C at T_R / film vibrations: 0.30 %
forbidden-step factor at T_R: 1.5e-05
terrace width: 100 nm = 471 spacings
T where xi ~ terrace (prefactor 1): 752 K
growth drive: 0.1 meV per atom
length cut off by drive: 5.7 nm
T_R shift for 5 % softer bonds: -42 K
```
